# Internal displacement in biaxially strained (001) and (111) diamond-structure films

## What goes wrong without the result

Suppose a strained silicon film is modelled by stretching the unit cell and carrying the atoms along at fixed fractional coordinates. For a (001) film under equal biaxial strain this gives an equilibrium structure. For a (111) film it does not. At 1 % in-plane strain, the calculation described below leaves a force of about 1.5 eV/nm between the two sublattices, a value that shifts by about 10 % with the cutoff and k points. A model that ignores this force has wrong bond lengths and a shear modulus that is too large.

A tempting shortcut fails as well. Diamond has inversion symmetry, inversion forbids a vector, so no strain should displace the sublattices. The (111) film contradicts this, and the error lies in how inversion acts on a relative displacement.

The notes treat the film interior, away from surfaces, steps and defects. "Biaxial" means equal strain in all in-plane directions unless stated otherwise.

## Separating the two motions

Use cubic axes \(x,y,z\) and lattice parameter \(a\). The vector from an atom of sublattice 1 to a neighbour on sublattice 2 is \(\tau=(a/4)(1,1,1)\). Under a symmetric homogeneous strain \(\varepsilon\) it becomes

\[
\tau'=(1+\varepsilon)\tau+u .
\]

The first term is the affine motion, imposed by the cell. The second, \(u\), is the internal displacement, which the crystal chooses by minimizing its energy. The other bonds from the same atom differ from \(\tau\) by lattice vectors, which deform affinely, so \(u\) is the same for all of them.

Let \(E(\varepsilon,u)\) be the energy per two-atom cell and \(F=-\partial E/\partial u\), at fixed \(\varepsilon\), the internal force. The question is whether \(F(\varepsilon,0)\) vanishes.

## How symmetry acts on the displacement

Let \(R\) be the rotation or reflection part of a symmetry operation of the unstrained crystal. If atoms on sublattices 1 and 2 move by \(d_1\) and \(d_2\), the relative displacement is \(u=d_2-d_1\).

- If the operation keeps the sublattices, \(d_1\to Rd_1\) and \(d_2\to Rd_2\), so \(u\to Ru\).
- If it exchanges them, the new \(d_2\) is \(Rd_1\) and the new \(d_1\) is \(Rd_2\), so \(u\to R(d_1-d_2)=-Ru\).

Write both as \(u\to sRu\), with \(s=+1\) or \(-1\). The affine part is consistent with this rule: \(sR\tau\) equals \(\tau\) plus a lattice vector, and the strain becomes \(R\varepsilon R^T\). The energy is unchanged by the operation, hence

\[
E(R\varepsilon R^T,\,sRu)=E(\varepsilon,u),\qquad
F(R\varepsilon R^T,0)=sR\,F(\varepsilon,0).
\]

If the operation leaves the strain unchanged, \(R\varepsilon R^T=\varepsilon\), the force must satisfy

\[
F(\varepsilon,0)=sR\,F(\varepsilon,0). \tag{1}
\]

Nothing here assumes small strain.

**Inversion contributes nothing.** Inversion about a bond midpoint has \(R=-1\) and exchanges the sublattices, so \(s=-1\) and \(sR=+1\). Equation (1) then reads \(F=F\). Inversion does forbid a strain-induced polarization \(P\), which transforms as an ordinary vector: \(P=-P\) gives \(P=0\). The (111) film can therefore have an internal displacement without a dipole.

## The (001) film: twofold axes remove every component

For a (001) film,

\[
\varepsilon=\mathrm{diag}(e_\parallel,e_\parallel,e_\perp).
\]

Consider the twofold rotation about \(z\) through an atom, \(R=\mathrm{diag}(-1,-1,1)\). It sends the bond direction \((1,1,1)\) to \((-1,-1,1)\), which is another bond of the same atom, so it keeps the sublattices and \(s=+1\). A diagonal strain is unchanged, because each diagonal element is multiplied by \((\pm1)^2\). Equation (1) gives

\[
F_x=-F_x,\qquad F_y=-F_y ,
\]

so \(F_x=F_y=0\). The twofold rotation about \(x\), \(R=\mathrm{diag}(1,-1,-1)\), also survives and gives \(F_z=-F_z=0\). Hence

\[
F(\varepsilon,0)=0 \quad\text{for any diagonal } \varepsilon .
\]

The fourfold symmetry of the film plane was not needed. Unequal strains along [100] and [010] also give no internal force.

Zero force means that \(u=0\) is a stationary point. It is the equilibrium as long as the energy also rises with \(u\), which holds on the branch connected continuously to the unstrained crystal while its optical mode stays stable. If that mode softened to zero frequency, the crystal could break the symmetry spontaneously and the conclusion would fail.

## The (111) film: one direction survives

Let \(n=(1,1,1)/\sqrt3\). The strain is

\[
\varepsilon=e_\parallel(1-nn^T)+e_\perp nn^T .
\]

Since \(n_jn_k=1/3\) for every pair, all diagonal elements are equal and all off-diagonal elements are equal:

\[
\varepsilon_{xx}=\frac{2e_\parallel+e_\perp}{3},\qquad
\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\frac{e_\perp-e_\parallel}{3}.
\]

The twofold rotation about \(z\) reverses \(\varepsilon_{yz}\) and \(\varepsilon_{zx}\), so it is no longer a symmetry; the other two are lost in the same way. What remains are the permutations of the axes, which are the threefold rotations about [111] and the mirror planes containing it, together with their products with inversion. The products add no constraint, because inversion has \(sR=1\). The permutations require

\[
F_x=F_y=F_z .
\]

A force along [111] satisfies this, so symmetry permits it. Permission is not size; that needs the linear response.

## The linear law and its single constant

To first order in strain, \(F_x\) is a linear combination of the six strain components. The twofold rotation about \(z\) reverses \(F_x\) but leaves \(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},\varepsilon_{xy}\) unchanged, so these cannot appear. The rotation about \(x\) leaves \(F_x\) unchanged but reverses \(\varepsilon_{zx}\), which removes that one. Only \(\varepsilon_{yz}\) is left. The threefold rotation gives the other components with the same coefficient:

\[
F(\varepsilon,0)=-\Lambda\,\sigma,\qquad
\sigma=(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}).
\]

The restoring force in the unstrained crystal is \(-Ku\) with a single constant \(K\): the twofold axes remove the off-diagonal force constants, and the threefold axis makes the diagonal ones equal. Balance, \(-\Lambda\sigma-Ku=0\), gives \(u=-(\Lambda/K)\sigma\). Writing \(\Lambda=K\zeta a/2\) defines the dimensionless Kleinman parameter \(\zeta\):

\[
u=-\zeta\,\frac a2\,(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}). \tag{2}
\]

For the (111) film,

\[
u=-\zeta\,\frac a6\,(e_\perp-e_\parallel)(1,1,1),\qquad
|u|=\frac{\zeta a}{2\sqrt3}\,|e_\perp-e_\parallel| . \tag{3}
\]

**Can the strain factor vanish?** It would if \(e_\perp=e_\parallel\), which is a uniform dilation. A film with a free surface cannot reach that state. Writing \(t\) for the stress tensor, a cubic crystal has \(t_{xx}=(C_{11}+2C_{12})\varepsilon_{xx}\) (equal diagonal strains) and \(t_{xy}=2C_{44}\varepsilon_{xy}\). Zero normal traction on (111) requires \(t_{xx}+2t_{xy}=0\):

\[
(C_{11}+2C_{12})(2e_\parallel+e_\perp)+4C_{44}(e_\perp-e_\parallel)=0 ,
\]

\[
\frac{e_\perp}{e_\parallel}=-\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}},\qquad
e_\perp-e_\parallel=-\frac{3(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}\,e_\parallel .
\]

In a stable cubic crystal \(C_{11}+2C_{12}\) and \(C_{44}\) are positive, so the difference is nonzero. At linear order one exception remains: a material whose \(\zeta\) happens to be zero.

On (001), zero traction reads \(C_{11}e_\perp+2C_{12}e_\parallel=0\), so \(e_\perp/e_\parallel=-2C_{12}/C_{11}\).

## Why the crystal uses this freedom

Write a bond as \((a/4)s\), where \(s\) has entries \(\pm1\) with product \(+1\). Its length is \(b=\sqrt3a/4\), and to first order

\[
\delta b=\frac1b\,\frac a4\,s\cdot\left(\varepsilon\,\frac a4 s+u\right).
\]

The diagonal strains contribute \((a^2/16)\,\mathrm{Tr}\,\varepsilon\) to \(b\,\delta b\). The shears contribute \((a^2/8)(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx})\). Because \(s_xs_ys_z=1\), we have \(s_xs_y=s_z\) and so on, and this equals \((a^2/8)\,s\cdot\sigma\). The internal displacement adds \((a/4)s\cdot u=-\zeta(a^2/8)\,s\cdot\sigma\). Dividing by \(b\),

\[
\delta b=\frac{a}{4\sqrt3}\,\mathrm{Tr}\,\varepsilon+\frac{a}{2\sqrt3}\,(1-\zeta)\,s\cdot\sigma . \tag{4}
\]

The first term is the same for all four bonds. The second distinguishes them, and \(u\) cancels a fraction \(\zeta\) of it. At \(\zeta=1\) shear would change no bond length, at the price of larger changes in bond angle; at \(\zeta=0\) the motion is affine. To see the angle change, take the bonds \(s=(1,1,1)\) and \((1,-1,-1)\) under pure shear. Their scalar product changes by \(-(a^2/4)(1+\zeta)\varepsilon_{yz}\) and the sum of their lengths by \((a/\sqrt3)(1-\zeta)\varepsilon_{yz}\). With \(b^2=3a^2/16\) and an initial cosine of \(-1/3\), the cosine changes by \(-\tfrac43(1+\zeta)\varepsilon_{yz}+\tfrac49(1-\zeta)\varepsilon_{yz}=-\tfrac89(1+2\zeta)\varepsilon_{yz}\), which grows with \(\zeta\). On (001) \(\sigma=0\): the four bonds stretch equally and there is no imbalance to relieve.

Relaxation also softens the crystal. Minimizing \(\tfrac12Ku^2-F\cdot u\) gives the energy gain

\[
\frac{F^2}{2K}=\frac12K|u|^2=\frac{K\zeta^2a^2}{8}|\sigma|^2 .
\]

Divided by the cell volume \(a^3/4\), this is \((K\zeta^2/2a)|\sigma|^2\). The elastic shear energy density is \(2C_{44}|\sigma|^2\), so the modulus is lowered by

\[
\Delta C_{44}=\frac{K\zeta^2}{4a}. \tag{5}
\]

## Weighing the contributions in silicon

The example uses the local-density approximation with a Goedecker–Teter–Hutter pseudopotential, a 14 Ry plane-wave cutoff and 16 k points, one from each \(\pm k\) pair. The lattice parameter, 0.543 nm, and the elastic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa are rough values for silicon; the latter serve to set \(e_\perp\). The numerical output follows the text.

**Strain.** With \(e_\parallel=1\,\%\) on (111),

\[
\frac{e_\perp}{e_\parallel}=-\frac{2(294-160)}{294+320}=-0.4365,\qquad
\varepsilon_{xy}=\frac{-0.4365-1}{3}\,\%=-0.479\,\% .
\]

**Force and displacement.** At \(u=0\) the force along [111] is 1.500 eV/nm, and \(K=1391\) eV/nm². The linear estimate is \(1.500/1391\) nm \(=1.078\) pm. After that step a force of \(-0.0125\) eV/nm remains, 0.8 % of the original; linear interpolation to zero force gives 1.069 pm. Equation (3) then yields

\[
\zeta=\frac{2\sqrt3\times1.069\ \text{pm}}{543\ \text{pm}\times0.01437}=0.475 .
\]

**The (001) film.** At 4 % in-plane strain the largest force component is \(6\times10^{-10}\) eV/nm, which is numerical zero. Forces and density were not symmetrized, apart from the inversion that constrains nothing here. At this strain the stiffness against \(u\) is about 1250 eV/nm² at these settings, lower than in the unstrained crystal but still positive in every direction, so \(u=0\) is a minimum.

**Bond lengths.** Equation (4) splits the changes in the (111) film as follows; the sums were taken before rounding.

| Contribution (pm) | Bond along [111] | Other three |
|---|---|---|
| Volume change | +1.23 | +1.23 |
| Affine shear | −2.25 | +0.75 |
| Internal displacement | +1.07 | −0.36 |
| Sum | +0.04 | +1.62 |

The lengths computed directly from the bond vectors are 235.17 and 236.75 pm, against 235.13 pm unstrained. Relaxation reduces the difference between the two kinds of bond from 3.0 to 1.6 pm. In the (001) film at 1 % all four bonds are 236.10 pm.

**Energy.** Moving the sublattices by the linear estimate lowers the total energy by 0.798 meV per cell. The mean force times the distance, \(\tfrac12(1.500-0.0125)\times1.078\) pm, gives 0.802 meV, so forces and energies agree to 0.6 %. Equation (5) gives \(\Delta C_{44}=23\) GPa and an energy gain of 0.808 meV, 1.3 % above the total-energy value.

## A (001) film that does displace

Pull a (001) film along [110] by 1 % and hold the in-plane direction \([1\bar10]\) fixed. Then \(\varepsilon_{xy}=0.5\,\%\), while \(\varepsilon_{yz}=\varepsilon_{zx}=0\). The twofold axis along \(z\) survives, but those along \(x\) and \(y\) do not, so a force along \(z\) is allowed. The linear law predicts

\[
F_z=-K\zeta\frac a2\varepsilon_{xy}=-1391\times0.475\times0.2715\times0.005=-0.897\ \text{eV/nm}.
\]

The direct calculation gives \(-0.884\) eV/nm, with zero along \(x\) and \(y\) to numerical precision. The constant found on (111) thus describes another strain and another direction to 1.5 %. The zero for the usual (001) film belongs to its diagonal strain tensor, not to the (001) plane as such.

## How far the numbers reach in real films

The value of \(\zeta\) is not converged to the digits shown. At 14 Ry, 128 k points (again one from each \(\pm k\) pair) give 0.517 instead of 0.475. With 16 k points, raising the cutoff to 20 Ry gives 0.453. The two shifts have opposite signs and partly cancel: 54 k points at 20 Ry give 0.473. Improving both settings further (128 k points at 30 Ry, or 250 at 20 Ry) gives about 0.48, with \(\Delta C_{44}\) near 22 GPa and a force at \(u=0\) near 1.4 eV/nm. The force constant is not converged either: at 128 k points and 30 Ry it is about 7 % smaller, which lowers the optical frequency used below from 15.6 to about 15.0 THz and raises the 5.2 pm amplitude to about 5.4 pm. A 1 % strain is also not strictly linear: at 128 k points and 20 Ry, \(e_\parallel=-1\,\%\) gives 0.51 against 0.48 for \(+1\,\%\), so the small-strain \(\zeta\) lies about 0.01 above the \(+1\,\%\) value. The output also lists values for 4 k points, 0.315 and 0.261; that set samples the Brillouin zone unevenly and is too coarse to judge the error. The agreements of about 1 % above compare quantities at the same settings; they confirm the relations, not the value. The displacement scales with \(\zeta\) and \(\Delta C_{44}\) with \(\zeta^2\), so 1.1 pm and 23 GPa are estimates of size; changing the cutoff and k points moves them between about 1.0 and 1.2 pm and between 20 and 27 GPa. The zero on (001) does not depend on \(\zeta\).

A strain of 1 % is realistic for thin silicon layers on silicon–germanium, and 4 % is roughly the full mismatch between silicon and germanium. Thick films relax part of such strain through dislocations, whose local fields contain shear. Real wafers are also slightly miscut. For a tilt of 0.5° towards [100], at 1 % strain, the film strain acquires a small off-diagonal part and \(|u|\) becomes 0.013 pm, about 1 % of the (111) value. In a random alloy the surroundings of an individual atom lack the twofold axes, so atoms shift locally, and the argument applies to the average structure.

Vibrational motion is larger than the static effect. Treating the relative coordinate as one harmonic oscillator at the computed optical frequency, 15.6 THz, gives an rms amplitude of 5.2 pm per axis at 300 K, against 1.1 pm for the static shift on (111). This single-mode estimate treats each cell as an independent oscillator (the zone-centre mode of a crystal of \(N\) cells, taken alone, has an amplitude smaller by \(\sqrt N\)); with all phonons included, a spring model with bond-stretching and bond-bending forces fitted to the elastic constants gives an rms of about 7 pm per axis for the relative motion of neighbouring atoms, about 5.7 pm along the bond and 7.6 pm across it. Such a model makes the zone-edge transverse acoustic modes too stiff (7.8 THz at X against about 4.5 THz measured), so it probably underestimates the motion. Most of the single-mode amplitude is zero-point motion: the quantum \(\hbar\omega\) is 64 meV and \(kT\) is 26 meV, so the zero-point amplitude alone is \(5.2\sqrt{\tanh(\hbar\omega/2kT)}=4.8\) pm. Vibration does not undo the symmetry result: as long as the symmetry is not spontaneously broken, the thermal average of \(u\) obeys the same condition as \(F\) in equation (1). It is therefore zero in the (001) film and may be nonzero along [111] in the (111) film.

## Table of computed values

```
SYMMETRY (order of strained point group; allowed u; allowed polarization)
  film 001: order 16, u directions 0, polar 0
  film 110: order 8, u directions 1, polar 0
  film 111: order 12, u directions 1, polar 0
  film 001, pulled along [110]: order 8, u directions 1, polar 0
  film 001, pulled along [100]: order 8, u directions 0, polar 0
free constants in u_i = T_ijk e_jk: 1
INPUTS (silicon, rough values)
lattice parameter: 0.543 nm
C11, C12, C44: 166, 64, 80 GPa
in-plane strain e_par: 1.00 %
cutoff: 14 Ry; k points (one per +-k pair): 16
FILM STRAIN
e_perp/e_par on (001): -0.7711
e_perp/e_par on (111): -0.4365
e_perp on (111): -0.4365 %
e_yz = e_zx = e_xy on (111): -0.4788 %
LDA RESULTS
force constant K: 1391 eV/nm^2
optical mode frequency: 15.56 THz
(001) film at 4 % strain, largest force component: 5.7e-10 eV/nm
(111) film, force along [111] at u = 0: 1.5002 eV/nm
(111) film, linear estimate of u: 1.078 pm
(111) film, force left there: -0.0125 eV/nm
(111) film, relaxed u along [111]: 1.069 pm
zeta, linear estimate: 0.479
zeta, relaxed: 0.475
energy gain per cell, total energies: 0.7975 meV
energy gain per cell, work of force: 0.8020 meV
energy gain per cell, from dC44: 0.8079 meV
lowering of C44 by relaxation: 23.1 GPa
(001) pulled along [110], e_xy: 0.500 %
  force along z, LDA: -0.8840 eV/nm
  force along z, linear law: -0.8970 eV/nm
  largest force along x, y: 2.9e-10 eV/nm
BOND LENGTHS
unstrained: 235.126 pm
(001) film, all four: 236.097 pm
(111) film, u = 0: along [111] 234.100 pm, other three 237.104 pm
(111) film, relaxed: along [111] 235.169 pm, other three 236.754 pm
NEGLECTED EFFECTS
zeta (linear), 4 k points, 14 Ry: 0.315
zeta (linear), 4 k points, 20 Ry: 0.261
thermal rms of u per axis at 300 K: 5.23 pm
|u| in (001) film with 0.5 degree miscut: 0.0127 pm
```
